**Cubic Rashba coefficient from two hole densities**

For branches $Ak^2\pm|\beta|k^3$ with $A=\hbar^2/2m$, the program evaluates $|\beta|=A(k_1^2-k_2^2)/(k_1^3+k_2^3)$, where $k_i=\sqrt{4\pi n_i}$ and $n_1>n_2$ are the spin-branch densities. For $1.1\times10^{11}$ and $0.9\times10^{11}\ \mathrm{cm^{-2}}$ and $m=0.1\,m_0$, the output is $338.6\ \mathrm{eV\,Å^3}$. The program diagonalizes the spin Hamiltonian on a grid of wave vectors, fills the lowest states, and asserts that the counted branch densities and the Fermi energy agree with the formula. It also asserts the small-imbalance correction, the cyclotron masses from numerical derivatives of Fermi areas, and the different density scaling of cubic and linear splitting. Further assertions compare estimates of heavy-light mixing, Rashba anisotropy, thermal populations and the Zeeman term with numerical calculations. With rough Ge parameters, heavy-light mixing lowers the coefficient by about 7%, while anisotropy and a temperature of 4.2 K each bias it by less than 1%.

## Check in Python

```python
"""
Cubic Rashba coefficient of a two-dimensional hole gas from its two spin densities.

Result under test:
    beta = A (k_lo^2 - k_up^2) / (k_lo^3 + k_up^3),   k = sqrt(4 pi n)
for H = A k^2 + i beta (k_-^3 sigma_+ - k_+^3 sigma_-), branches A k^2 +/- beta k^3.
    A            hbar^2 / (2 m), m = mass in the quadratic term
    n_lo, n_up   densities of the lower (larger disc) and upper branch
    k_lo, k_up   their Fermi wave numbers
Internal units: eV and angstrom. Hole energy is counted upward from the subband edge.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import expit

A0 = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e20      # hbar^2/(2 m0), eV A^2
CM2 = 1e-16                                       # 1 cm^-2 in A^-2
K_CUT = 0.06                                      # stays below the lower-branch maximum
mass = 0.1
A = A0 / mass
n_lo, n_up = 1.1e11 * CM2, 0.9e11 * CM2
n_tot = n_lo + n_up


def beta_from_densities(n_large, n_small, quad):
    kl, ks = np.sqrt(4 * np.pi * n_large), np.sqrt(4 * np.pi * n_small)
    return quad * (kl**2 - ks**2) / (kl**3 + ks**3)


def branch_k(energy, sign, quad, coeff, power):
    """Fermi wave number of the branch quad k^2 + sign coeff k^power."""
    return brentq(lambda k: quad * k**2 + sign * coeff * k**power - energy,
                  0.0, K_CUT, xtol=1e-16)


def fill(total, quad, coeff, power):
    """Fermi energy and the two densities found by filling the branches."""
    def dens(e):
        return [branch_k(e, s, quad, coeff, power)**2 / (4 * np.pi) for s in (-1, 1)]
    ef = brentq(lambda e: sum(dens(e)) - total, 1e-5, 0.05, xtol=1e-15)
    return ef, *dens(ef)


def hamiltonian(kx, ky, quad, coeff, zeeman=0.0):
    kx, ky = np.broadcast_arrays(kx, ky)
    h = np.zeros(kx.shape + (2, 2), complex)
    h[..., 0, 0] = quad * (kx**2 + ky**2) + zeeman / 2
    h[..., 1, 1] = quad * (kx**2 + ky**2) - zeeman / 2
    h[..., 0, 1] = 1j * coeff * (kx - 1j * ky)**3
    h[..., 1, 0] = -1j * coeff * (kx + 1j * ky)**3
    return h


# ---- main result
k_lo, k_up = np.sqrt(4 * np.pi * n_lo), np.sqrt(4 * np.pi * n_up)
beta = beta_from_densities(n_lo, n_up, A)
e_lo = A * k_lo**2 - beta * k_lo**3
e_up = A * k_up**2 + beta * k_up**3
k_top = 2 * A / (3 * beta)
e_top = A * k_top**2 - beta * k_top**3
assert abs(beta - 340) < 5
assert k_lo < K_CUT < k_top

# Diagonalize on a plane grid, fill the lowest states, count each branch.
points, half_width = 1000, 0.018
dk = 2 * half_width / points
axis = -half_width + dk * np.arange(points)
levels = np.linalg.eigvalsh(hamiltonian(axis[:, None] + 0.37 * dk,
                                        axis[None, :] + 0.21 * dk, A, beta))
n_states = int(round(n_tot * 4 * np.pi**2 / dk**2))
ef_grid = np.partition(levels.ravel(), n_states - 1)[n_states - 1]
counted = [(levels[..., b] <= ef_grid).sum() * dk**2 / (4 * np.pi**2) for b in (0, 1)]
# Tolerances allow for the ragged edge of the discs on the grid.
assert abs(counted[0] / n_lo - 1) < 2e-3 and abs(counted[1] / n_up - 1) < 2e-3
assert abs((counted[0] - counted[1]) / (n_lo - n_up) - 1) < 5e-3
assert abs(ef_grid / e_lo - 1) < 2e-3

# The sign of beta leaves the spectrum unchanged.
sample = np.linspace(-0.012, 0.011, 9)
spec = [np.linalg.eigvalsh(hamiltonian(sample[:, None], sample[None, :], A, s * beta))
        for s in (1, -1)]
assert np.allclose(spec[0], spec[1], atol=1e-12)

# ---- leading estimate and its correction
k0 = np.sqrt(2 * np.pi * n_tot)
delta = (n_lo - n_up) / n_tot
beta_lead = A * delta / k0
assert abs(beta_lead / beta - (1 + 3 * delta**2 / 8)) < 1e-5
split0 = 2 * beta * k0**3


# ---- cyclotron masses from numerical derivatives of the Fermi areas
def cyclotron_mass(sign, quad, coeff, energy):
    step = 1e-5
    k2 = [branch_k(energy + s * step, sign, quad, coeff, 3)**2 for s in (1, -1)]
    return A0 * (k2[0] - k2[1]) / (2 * step)


mc_lo = 1 / (1 / mass - 3 * beta * k_lo / (2 * A0))
mc_up = 1 / (1 / mass + 3 * beta * k_up / (2 * A0))
assert abs(cyclotron_mass(-1, A, beta, e_lo) / mc_lo - 1) < 1e-4
assert abs(cyclotron_mass(1, A, beta, e_lo) / mc_up - 1) < 1e-4

# Reading the given mass as the cyclotron mass of one branch instead.
alternatives = []
for sign, kf in ((-1, k_lo), (1, k_up)):
    m_quad = mass * (1 + sign * 1.5 * (beta / A) * kf)
    b_alt = beta_from_densities(n_lo, n_up, A0 / m_quad)
    ef_alt = fill(n_tot, A0 / m_quad, b_alt, 3)[0]
    assert abs(cyclotron_mass(sign, A0 / m_quad, b_alt, ef_alt) / mass - 1) < 1e-4
    alternatives.append((m_quad, b_alt))

# ---- linear splitting fits the same pair; a second density separates the laws
alpha = A * (k_lo - k_up)
lin = fill(n_tot, A, alpha, 1)
assert abs(lin[1] / n_lo - 1) < 1e-8 and abs(lin[2] / n_up - 1) < 1e-8
cub2, lin2 = fill(2 * n_tot, A, beta, 3), fill(2 * n_tot, A, alpha, 1)
diff_cub2, diff_lin2 = cub2[1] - cub2[2], lin2[1] - lin2[2]
assert abs(diff_cub2 / (n_lo - n_up) / 2**1.5 - 1) < 0.01
assert abs(diff_lin2 / (n_lo - n_up) / 2**0.5 - 1) < 0.01

# ---- neglected effects; rough typical values for a strained Ge well
gamma2, gamma3, gap_hl = 4.2, 5.7, 0.10
gamma_bar = (gamma2 + gamma3) / 2
C4 = 3 * (A0 * gamma_bar)**2 / gap_hl


def heavy_energy(k):
    """Lower level of a heavy-light pair with equal in-plane curvature."""
    mix = np.sqrt(3) * A0 * gamma_bar * k**2
    return np.linalg.eigvalsh([[A * k**2, mix], [mix, A * k**2 + gap_hl]])[0]


beta_mix = (heavy_energy(k_lo) - heavy_energy(k_up)) / (k_lo**3 + k_up**3)
beta_mix_series = beta * (1 - C4 * (k_lo**2 + k_up**2) / A)
assert abs((beta - beta_mix_series) / (beta - beta_mix) - 1) < 0.02

# Anisotropic Rashba term: fill warped contours, then apply the isotropic formula.
ratio = (gamma3 - gamma2) / (gamma3 + gamma2)
phi = 2 * np.pi * np.arange(64) / 64
warp = abs(np.exp(-3j * phi) + ratio * np.exp(1j * phi))


def warped_densities(e):
    return [np.mean([branch_k(e, s, A, beta * w, 3)**2 for w in warp]) / (4 * np.pi)
            for s in (-1, 1)]


ef_warp = brentq(lambda e: sum(warped_densities(e)) - n_tot, 0.003, 0.007, xtol=1e-13)
warp_bias = beta_from_densities(*warped_densities(ef_warp), A) / beta - 1
assert abs(warp_bias - ratio**2 / 4) < 1e-3

# Thermal populations at fixed total density.
kB = sc.k / sc.e
T = 4.2
kgrid = np.linspace(0, K_CUT, 20001)


def thermal_densities(mu):
    out = []
    for s in (-1, 1):
        y = kgrid * expit((mu - A * kgrid**2 - s * beta * kgrid**3) / (kB * T))
        out.append((y.sum() - (y[0] + y[-1]) / 2) * (kgrid[1] - kgrid[0]) / (2 * np.pi))
    return out


mu_T = brentq(lambda m: sum(thermal_densities(m)) - n_tot, 0.003, 0.007, xtol=1e-14)
thermal_bias = beta_from_densities(*thermal_densities(mu_T), A) / beta - 1
assert abs(thermal_bias - np.pi**2 / 8 * (kB * T / (A * k0**2))**2) < 1e-3

# Zeeman energy, disorder broadening, interaction parameter, rounding of densities.
g_factor, field, mobility, permittivity = 10.0, 0.5, 1e5, 16.0
muB = sc.physical_constants["Bohr magneton in eV/T"][0]
zeeman = g_factor * muB * field
pair = np.linalg.eigvalsh(hamiltonian(k0, 0.0, A, beta, zeeman))
split_B = pair[1] - pair[0]
assert abs(split_B - np.hypot(split0, zeeman)) < 1e-10
tau = mass * sc.m_e * mobility * 1e-4 / sc.e
broadening = sc.hbar / tau / sc.e
bohr = sc.physical_constants["Bohr radius"][0] * 1e10
r_s = mass / (permittivity * bohr * np.sqrt(np.pi * n_tot))
half_digit = 0.005e11 * CM2
beta_min = beta_from_densities(n_lo - half_digit, n_up + half_digit, A)
beta_max = beta_from_densities(n_lo + half_digit, n_up - half_digit, A)
assert beta_min < beta < beta_max

print(f"densities lower, upper: {n_lo/CM2:.2e}, {n_up/CM2:.2e} cm^-2")
print(f"mass in quadratic term: {mass:.2f} m0")
print(f"hbar^2/(2 m0): {A0:.4f} eV A^2")
print(f"A = hbar^2/(2 m): {A:.3f} eV A^2")
print(f"k_F lower, upper: {k_lo:.6f}, {k_up:.6f} 1/A")
print(f"k_F^2 difference: {k_lo**2-k_up**2:.5e} A^-2")
print(f"k_F^3 lower, upper: {k_lo**3:.5e}, {k_up**3:.5e} A^-3")
print(f"k_F^3 sum: {k_lo**3+k_up**3:.5e} A^-3")
print(f"beta: {beta:.1f} eV A^3")
print(f"beta converted: {beta/1000:.4f} eV nm^3")
print(f"coefficient if full splitting = coeff k^3: {2*beta:.1f} eV A^3")
print(f"A k^2 lower, upper: {1e3*A*k_lo**2:.4f}, {1e3*A*k_up**2:.4f} meV")
print(f"beta k^3 lower, upper: {1e3*beta*k_lo**3:.4f}, {1e3*beta*k_up**3:.4f} meV")
print(f"Fermi energy from lower, upper: {1e3*e_lo:.4f}, {1e3*e_up:.4f} meV")
print(f"grid count lower, upper: {counted[0]/CM2:.4e}, {counted[1]/CM2:.4e} cm^-2")
print(f"grid Fermi energy: {1e3*ef_grid:.4f} meV")
print(f"lower-branch maximum: k {k_top:.4f} 1/A, energy {1e3*e_top:.1f} meV")
print(f"k0: {k0:.6f} 1/A; delta: {delta:.3f}")
print(f"leading estimate of beta: {beta_lead:.1f} eV A^3")
print(f"splitting 2 beta k0^3: {1e3*split0:.3f} meV")
print(f"cyclotron mass lower, upper: {mc_lo:.4f}, {mc_up:.4f} m0")
for name, (m_q, b_q) in zip(("lower", "upper"), alternatives):
    print(f"if 0.1 m0 is {name} cyclotron mass: m {m_q:.4f} m0, beta {b_q:.1f} eV A^3")
print(f"linear coefficient fitting same data: {alpha:.5f} eV A")
print(f"density difference at total {2*n_tot/CM2:.1e} cm^-2, cubic: {diff_cub2/CM2:.3e} cm^-2")
print(f"same, linear: {diff_lin2/CM2:.3e} cm^-2")
print(f"beta range from rounding +/-{half_digit/CM2:.1e} cm^-2: {beta_min:.1f} to {beta_max:.1f} eV A^3")
print(f"rough Ge gamma2, gamma3: {gamma2:.1f}, {gamma3:.1f}; heavy-light gap: {1e3*gap_hl:.0f} meV")
print(f"quartic coefficient C: {C4:.3e} eV A^4")
print(f"beta with heavy-light mixing: {beta_mix:.1f} eV A^3 ({100*(beta_mix/beta-1):.1f} %)")
print(f"Rashba anisotropy ratio r: {ratio:.3f}; bias of inferred beta: {100*warp_bias:.2f} %")
print(f"kT at {T:.1f} K: {1e3*kB*T:.3f} meV; bias of inferred beta: {100*thermal_bias:.2f} %")
print(f"kT at 300 K: {1e3*kB*300:.2f} meV")
print(f"rough g: {g_factor:.0f}; field: {field:.1f} T; Zeeman energy: {1e3*zeeman:.3f} meV")
print(f"splitting at k0 with Zeeman term: {1e3*split_B:.3f} meV ({100*(split_B/split0-1):.1f} %)")
print(f"rough mobility: {mobility:.0e} cm^2/Vs; hbar/tau: {1e3*broadening:.3f} meV")
print(f"rough relative permittivity: {permittivity:.0f}; r_s: {r_s:.2f}")
print("ALL CHECKS PASSED")
```

It prints:

```
densities lower, upper: 1.10e+11, 9.00e+10 cm^-2
mass in quadratic term: 0.10 m0
hbar^2/(2 m0): 3.8100 eV A^2
A = hbar^2/(2 m): 38.100 eV A^2
k_F lower, upper: 0.011757, 0.010635 1/A
k_F^2 difference: 2.51327e-05 A^-2
k_F^3 lower, upper: 1.62519e-06, 1.20276e-06 A^-3
k_F^3 sum: 2.82795e-06 A^-3
beta: 338.6 eV A^3
beta converted: 0.3386 eV nm^3
coefficient if full splitting = coeff k^3: 677.2 eV A^3
A k^2 lower, upper: 5.2665, 4.3090 meV
beta k^3 lower, upper: 0.5503, 0.4073 meV
Fermi energy from lower, upper: 4.7162, 4.7162 meV
grid count lower, upper: 1.1000e+11, 9.0000e+10 cm^-2
grid Fermi energy: 4.7163 meV
lower-branch maximum: k 0.0750 1/A, energy 71.5 meV
k0: 0.011210 1/A; delta: 0.100
leading estimate of beta: 339.9 eV A^3
splitting 2 beta k0^3: 0.954 meV
cyclotron mass lower, upper: 0.1186, 0.0876 m0
if 0.1 m0 is lower cyclotron mass: m 0.0843 m0, beta 401.5 eV A^3
if 0.1 m0 is upper cyclotron mass: m 0.1142 m0, beta 296.6 eV A^3
linear coefficient fitting same data: 0.04276 eV A
density difference at total 4.0e+11 cm^-2, cubic: 5.678e+10 cm^-2
same, linear: 2.830e+10 cm^-2
beta range from rounding +/-5.0e+08 cm^-2: 321.8 to 355.4 eV A^3
rough Ge gamma2, gamma3: 4.2, 5.7; heavy-light gap: 100 meV
quartic coefficient C: 1.067e+04 eV A^4
beta with heavy-light mixing: 314.9 eV A^3 (-7.0 %)
Rashba anisotropy ratio r: 0.152; bias of inferred beta: 0.64 %
kT at 4.2 K: 0.362 meV; bias of inferred beta: 0.76 %
kT at 300 K: 25.85 meV
rough g: 10; field: 0.5 T; Zeeman energy: 0.289 meV
splitting at k0 with Zeeman term: 0.997 meV (4.5 %)
rough mobility: 1e+05 cm^2/Vs; hbar/tau: 0.116 meV
rough relative permittivity: 16; r_s: 1.49
ALL CHECKS PASSED
```
